# Kane Nonparabolic Conduction Band in the Large Spin-Orbit Limit

## Definitions and conventions

The crystal is cubic with a direct gap at $k=0$, as in many III-V semiconductors. The conduction edge is s-like and the valence edge is p-like. The symbols are:

- $E_g$: gap between the conduction edge and the top of the valence band.
- $\Delta$: spin-orbit splitting of the valence edge.
- $m_0$, $m^*$: free-electron mass and conduction-edge mass, with $\mu=m^*/m_0$ and $s=1-\mu$.
- $E$: conduction energy measured upward from the conduction edge.
- $x=\hbar^2k^2/(2m^*)$: the energy a parabolic band would have at the same $k$.
- $\varepsilon=E-\hbar^2k^2/(2m_0)=E-\mu x$: the energy without its free-electron part.

The Kane form and the coefficient to be derived are

$$E(1+\alpha E)=x,\qquad \alpha=\frac{1}{E_g}\left(1-\frac{m^*}{m_0}\right)^2. \tag{1}$$

In the two-level model below, (1) is correct through order $k^4$ and first fails at order $k^6$. Only the s state and the three p states, each with two spins, are kept. Remote bands, $k$-dependent spin-orbit coupling and strain are omitted.

## The Hamiltonian

Insert $\psi=e^{i\mathbf k\cdot\mathbf r}u$ into the Schrödinger equation. Since $\mathbf p$ acting on the plane-wave factor gives $\hbar\mathbf k$, the kinetic energy acting on $u$ is

$$\frac{(\mathbf p+\hbar\mathbf k)^2}{2m_0}=\frac{p^2}{2m_0}+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m_0}.$$

The last term is the same for every state. The middle term couples the zone-centre functions $S,X,Y,Z$, which can be chosen real.

Twofold rotations about the cubic axes eliminate all momentum elements except those of type $\langle S|p_x|X\rangle$ and $\langle X|p_z|Y\rangle$. The second type also vanishes. Integration by parts makes it change sign when $X$ and $Y$ are exchanged, whereas the mirror that swaps $x$ and $y$ requires it to stay the same. One real constant therefore remains:

$$P=-\frac{i\hbar}{m_0}\langle S|p_x|X\rangle,\qquad \langle S|H|X_j\rangle=iPk_j,\qquad E_P=\frac{2m_0P^2}{\hbar^2}.$$

Within the p states, spin-orbit coupling has the form $\mathbf L\cdot\boldsymbol\sigma$, where $\mathbf L$ is the dimensionless angular momentum for $l=1$. Its eigenvalues follow from

$$\mathbf L\cdot\boldsymbol\sigma=j(j+1)-l(l+1)-\tfrac34,$$

which gives $15/4-11/4=1$ for $j=3/2$ and $3/4-11/4=-2$ for $j=1/2$. With the energy zero at the valence top, the valence block without the free term is

$$H_v=\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1),$$

with levels $0$ (fourfold) and $-\Delta$ (twofold).

## Eliminating the valence amplitudes

Let $c$ be the two-component spin amplitude on $S$ and $b_j$ those on $X,Y,Z$. After the common free term is subtracted, the conduction eigenvalue measured from the valence top is $\lambda=E_g+\varepsilon$. The eigenvalue equations are

$$(\lambda-E_g)c=iP\sum_jk_jb_j,\qquad \sum_l(\lambda-H_v)_{jl}\,b_l=-iPk_jc.$$

On the conduction branch $\lambda\ge E_g>0$, so $\lambda-H_v$ can be inverted. Solving the second equation for $b$ and using $iP(-iP)=P^2$ gives

$$\varepsilon c=P^2\sum_{jl}k_j\left[(\lambda-H_v)^{-1}\right]_{jl}k_l\,c.$$

The projectors onto the two valence levels are

$$\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad \Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3},$$

as the eigenvalues $1$ and $-2$ confirm. Hence

$$(\lambda-H_v)^{-1}=\frac{\Pi_{3/2}}{\lambda}+\frac{\Pi_{1/2}}{\lambda+\Delta}.$$

In the basis $X,Y,Z$ the angular momentum matrices are $(L_i)_{jl}=-i\epsilon_{ijl}$. They are antisymmetric in $j,l$, so they give zero between $k_j$ and $k_l$. The projectors then contribute $2k^2/3$ and $k^2/3$, and

$$\varepsilon=P^2k^2\left[\frac{2/3}{E_g+\varepsilon}+\frac{1/3}{E_g+\varepsilon+\Delta}\right]. \tag{2}$$

In this eight-state model the direction of $\mathbf k$ has dropped out, and both spin states have the same energy. Clearing the fractions gives Kane's cubic equation,

$$\lambda(\lambda-E_g)(\lambda+\Delta)=P^2k^2\left(\lambda+\tfrac23\Delta\right).$$

The elimination misses the states with $c=0$. For $\Delta>0$ there are two of them. They satisfy $\sum_jk_jb_j=0$ within $j=3/2$ and are the heavy holes. In this model they have energy $+\hbar^2k^2/(2m_0)$, which curves upward. That is a defect due to the missing remote bands, but these states do not enter (2).

## The two-level limit and the edge mass

The second term in (2), divided by the first, is

$$\frac{E_g+\varepsilon}{2(E_g+\varepsilon+\Delta)}.$$

It is small when $\Delta\gg E_g+\varepsilon$, which is the precise meaning of large spin-orbit splitting here. For $\Delta\to\infty$ at fixed $P$,

$$\varepsilon(E_g+\varepsilon)=\tfrac23P^2k^2. \tag{3}$$

This is the secular equation of two levels, at $E_g$ and $0$, with squared coupling $|V|^2=2P^2k^2/3$. The lower level is the light hole.

At small $k$, $\varepsilon$ in the bracket of (3) can be neglected beside $E_g$, so $\varepsilon\simeq2P^2k^2/(3E_g)$. Adding the free-electron term gives the coefficient of $k^2$ in $E$:

$$\frac{\hbar^2}{2m^*}=\frac{\hbar^2}{2m_0}+\frac{2P^2}{3E_g}. \tag{4}$$

Multiplication by $2m_0/\hbar^2$ yields

$$\frac{m_0}{m^*}=1+\frac{2E_P}{3E_g}. \tag{5}$$

Equation (4) also removes $P$ from (3):

$$\tfrac23P^2k^2=E_g\,\frac{\hbar^2k^2}{2}\left(\frac1{m^*}-\frac1{m_0}\right)=E_g(1-\mu)x=E_gsx.$$

After division by $E_g$, the two-level dispersion is

$$\varepsilon\left(1+\frac{\varepsilon}{E_g}\right)=sx,\qquad E=\varepsilon+\mu x. \tag{6}$$

## The nonparabolicity coefficient

Write $\varepsilon=a_1x+a_2x^2+a_3x^3+\dots$ and insert it into (6). Equating powers of $x$ gives

$$a_1=s,\qquad a_2+\frac{a_1^2}{E_g}=0,\qquad a_3+\frac{2a_1a_2}{E_g}=0.$$

Thus $a_2=-s^2/E_g$ and $a_3=2s^3/E_g^2$. Since $s+\mu=1$,

$$E=x-\frac{s^2}{E_g}x^2+\frac{2s^3}{E_g^2}x^3-\dots$$

The Kane form is the same quadratic with $s\to1$ and $1/E_g\to\alpha$, so its expansion is

$$E_{\rm K}=x-\alpha x^2+2\alpha^2x^3-\dots$$

The $x^2$ terms agree if $\alpha=s^2/E_g$, which is (1). With this choice the $x^3$ terms differ:

$$E-E_{\rm K}=\frac{2s^3-2s^4}{E_g^2}x^3+\dots=\frac{2\mu(1-\mu)^3}{E_g^2}x^3+\dots \tag{7}$$

The square in $\alpha$ has a simple origin. The free-electron part $\mu x$ of the energy is strictly parabolic. Only the part $sx$ produced by coupling to the valence band is reduced at higher $k$, and to leading order the reduction is quadratic in that part.

If the free-electron term is dropped from the Hamiltonian, then $E=\varepsilon$. Define $m_c$ by $\hbar^2/(2m_c)=2P^2/(3E_g)$. Equation (3) becomes

$$E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m_c},$$

so in this truncated model the Kane form is exact, with $\alpha=1/E_g$. The mass must then be $m_c=m^*/(1-\mu)$. Combining $\alpha=1/E_g$ with the full edge mass $m^*$ introduces an error already at order $k^4$.

## Why the band bends

Equation (6) can be rearranged as

$$\varepsilon=sx\,\frac{E_g}{E_g+\varepsilon}.$$

If the energy denominator stayed at its edge value $E_g$, the result would be $\varepsilon=sx$ and $E=x$, a parabola. The denominator is the distance from the conduction level to the uncoupled valence level, both without the free-electron term, and it grows as the coupling pushes the conduction level up. Level repulsion is then weaker than its edge value would give, and the band falls below the parabola.

The composition of the state changes as well. The valence row of the two-level problem gives the ratio of squared amplitudes

$$\frac{|b|^2}{|c|^2}=\frac{|V|^2}{\lambda^2}=\frac{\varepsilon(E_g+\varepsilon)}{(E_g+\varepsilon)^2}=\frac{\varepsilon}{E_g+\varepsilon}.$$

The normalized valence weight is therefore

$$w=\frac{\varepsilon}{E_g+2\varepsilon}.$$

It vanishes at the edge and tends to $1/2$ when $\varepsilon\gg E_g$. A scattering calculation that uses pure s-like states away from the edge neglects this admixture.

## Formulas for implementation

Solving the quadratics (1) and (6) for their positive roots, and rationalizing to avoid subtracting nearly equal numbers at small $x$, gives

$$E_{\rm K}=\frac{2x}{1+\sqrt{1+4\alpha x}},\qquad E=\mu x+\frac{2sx}{1+\sqrt{1+4sx/E_g}}. \tag{8}$$

The second expression also needs only one square root, and it solves the two-level model without truncation. The Kane form has the advantage that $k^2$ is an explicit quadratic function of $E$.

The group velocity is $v=\hbar^{-1}dE/dk$. Differentiating (1) with respect to $k$ gives

$$(1+2\alpha E)\frac{dE}{dk}=\frac{\hbar^2k}{m^*},\qquad \frac{\hbar k}{v}=m^*(1+2\alpha E). \tag{9}$$

This momentum-to-velocity mass differs from the curvature mass along $\mathbf k$. With $D=1+2\alpha E$, a second differentiation gives

$$\frac{1}{\hbar^2}\frac{d^2E}{dk^2}=\frac{1}{m^*D}\left(1-\frac{4\alpha x}{D^2}\right)=\frac{1}{m^*D^3}.$$

The last step uses $D^2=1+4\alpha E(1+\alpha E)=1+4\alpha x$. The curvature mass along $\mathbf k$ is therefore $m^*D^3$.

The density of states per volume, including both spins, is $g=(k^2/\pi^2)\,dk/dE$. With $dk/dE=m^*D/(\hbar^2k)$ and $k=\sqrt{2m^*E(1+\alpha E)}/\hbar$,

$$g(E)=\frac{(2m^*)^{3/2}}{2\pi^2\hbar^3}\sqrt{E(1+\alpha E)}\,(1+2\alpha E).$$

For $\alpha\to0$ this becomes the parabolic result.

## Finite spin-orbit splitting

Denote the bracket in (2) by $f(\varepsilon)$, so that $\varepsilon=P^2k^2f(\varepsilon)$. To first order in $k^2$, $\varepsilon=P^2k^2f(0)$, and the edge mass obeys

$$\frac{m_0}{m^*}=1+\frac{E_P}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right).$$

By the definition of $m^*$, the first-order term is again $sx$. Expanding $f$ about zero gives the next order:

$$\varepsilon=P^2k^2\left[f(0)+f'(0)\,sx\right]=sx+\frac{f'(0)}{f(0)}(sx)^2.$$

Thus $\alpha=-s^2f'(0)/f(0)$. With $r=E_g/(E_g+\Delta)$,

$$\alpha(\Delta)=\frac{s^2}{E_g}F(r),\qquad F(r)=\frac{2+r^2}{2+r}. \tag{10}$$

The comparison is made at fixed $E_g$ and $m^*$, so $P$ changes with $\Delta$. Infinite splitting means $r=0$ and $F=1$. Zero splitting means $r=1$ and again $F=1$. In that case the two denominators in (2) coincide and the problem is again one of two levels, now with squared coupling $P^2k^2$ instead of $2P^2k^2/3$.

Between these limits $r^2<r$, so $F<1$. The split-off band then supplies part of the inverse edge mass through a larger denominator, whose relative change with $\varepsilon$ is smaller. The minimum follows from

$$2r(2+r)-(2+r^2)=0\quad\Longrightarrow\quad r^2+4r-2=0\quad\Longrightarrow\quad r=\sqrt6-2.$$

At a stationary point of a quotient, the quotient equals the ratio of the derivatives of numerator and denominator. Hence $F_{\min}=2r=2\sqrt6-4\simeq0.899$, reached at $\Delta/E_g=1/r-1=\sqrt6/2\simeq1.22$. Using (1) at finite $\Delta$ therefore overestimates $\alpha$ by at most about 11%, relative to the value from (10).

## Worked example

Take the round model parameters $E_g=0.5$ eV and $\mu=0.04$, which represent no particular material. Equation (5) gives

$$E_P=\tfrac32(0.5)(25-1)=18\ \text{eV}.$$

With $\hbar^2/(2m_0)=0.0381$ eV nm², the coupling is $P=\sqrt{18\times0.0381}=0.828$ eV nm. The coefficient is

$$\alpha=\frac{(0.96)^2}{0.5}=1.843\ \text{eV}^{-1},$$

compared with $1/E_g=2$ eV$^{-1}$. Diagonalization of the spinful Hamiltonian, with the coefficient extracted at small $k$, also gives 1.843 eV$^{-1}$.

At $x=0.2$ eV the wavenumber is $k=\sqrt{0.2\times0.04/0.0381}=0.458$ nm$^{-1}$. Equation (8) gives

$$E_{\rm K}=\frac{0.4}{1+\sqrt{1+4(1.8432)(0.2)}}=0.1555\ \text{eV},$$

$$E=0.008+\frac{0.384}{1+\sqrt{1+1.536}}=0.1561\ \text{eV}.$$

Relative to the two-level energy, the Kane form is 0.43% low, the choice $\alpha=1/E_g$ with the same $m^*$ is 1.9% low, and the parabola is 28% high. At $x=0.4$ eV the corresponding errors are 0.99% low, 3.0% low and 48% high.

The leading error (7) has the coefficient 0.283 eV$^{-2}$. At $x=0.1$ eV it predicts a difference of 0.00028 eV, while the computed difference is 0.00014 eV. Higher orders already matter there. The series for $\varepsilon$ converges only for $4sx/E_g\le1$, that is, for $x$ up to about 0.13 eV. At larger $x$ the closed forms (8) should be used instead of the expansion.

Returning to $x=0.2$ eV, $\varepsilon=0.1481$ eV and the valence weight is $0.1481/(0.5+0.2962)=0.186$. Equation (9) gives a Kane transport mass of $0.04(1+2\times1.8432\times0.1555)=0.0629$ in units of $m_0$, while the two-level band gives 0.0622.

The mass is less accurate than the energy. An energy error proportional to $x^3$ becomes $3x^2$ on differentiation, so at leading order the relative error triples. At $x=0.4$ eV the Kane mass, 0.0795, exceeds the two-level value, 0.0776, by about 2.5%.

For $\Delta=1$ eV at the same gap and edge mass, $r=1/3$ and $F=0.905$. The coefficient falls to 1.668 eV$^{-1}$, and $E_P$ must be 15.4 eV instead of 18 eV. In this example the change in $\alpha$ from finite splitting is slightly larger than the change from replacing $1/E_g$ by $s^2/E_g$. When $\Delta$ is known and comparable with the gap, (10) is the better choice within the eight-state model.

These percentages measure agreement with the stated models, not with a real band structure. Remote bands add further $k^2$ terms, which alter the relation between $E_P$, the edge mass and $\alpha$. In a zinc-blende crystal the upper p-like conduction states also make the $k^4$ coefficient depend on the direction of $\mathbf k$, and they split the two spin states at order $k^3$ along directions such as [110]. For a wider-gap material such as GaAs these effects can raise $\alpha$ by more than the finite-$\Delta$ correction lowers it, so neither (1) nor (10) replaces a measured or fully computed value. Further values are listed in the numerical output below.

## Computed results

```
MODEL PARAMETERS AND COEFFICIENTS
band gap Eg = 0.500 eV
edge mass m*/m0 = 0.040 (dimensionless)
hbar^2/(2 m0) = 0.038100 eV nm^2
coupling energy EP = 18.0000 eV
coupling P = 0.82813 eV nm
factor (1-m*/m0)^2 = 0.9216 (dimensionless)
alpha from formula = 1.84320 1/eV
alpha from diagonalization = 1.84320 1/eV
cruder alpha = 1/Eg = 2.00000 1/eV
k^6 error coefficient, formula = 0.2831 1/eV^2
k^6 error coefficient, diagonalization = 0.2830 1/eV^2
DISPERSION: x is also the parabolic energy; all energies in eV
x | k (1/nm) | two-level E | Kane E | E with alpha=1/Eg
0.05 | 0.2291 | 0.04611 | 0.04609 | 0.04580
0.10 | 0.3240 | 0.08642 | 0.08628 | 0.08541
0.20 | 0.4582 | 0.15612 | 0.15546 | 0.15311
0.30 | 0.5612 | 0.21642 | 0.21489 | 0.21098
0.40 | 0.6480 | 0.27048 | 0.26781 | 0.26235
ERRORS relative to two-level E, in percent
x (eV) | Kane | alpha=1/Eg | parabola
0.05 | -0.051 | -0.661 | 8.44
0.10 | -0.158 | -1.163 | 15.72
0.20 | -0.426 | -1.927 | 28.11
0.30 | -0.709 | -2.516 | 38.62
0.40 | -0.989 | -3.007 | 47.89
STATE AND TRANSPORT MASS: masses hbar k/v in units of m0
x (eV) | valence weight | two-level mass | Kane mass
0.05 | 0.0750 | 0.04673 | 0.04680
0.10 | 0.1240 | 0.05249 | 0.05272
0.20 | 0.1860 | 0.06222 | 0.06292
0.30 | 0.2249 | 0.07040 | 0.07169
0.40 | 0.2522 | 0.07756 | 0.07949
FINITE SPLITTING at fixed Eg and m*, from diagonalization
Delta (eV) | EP (eV) | alpha (1/eV) | alpha/large-Delta alpha
0.0 | 12.000 | 1.8432 | 1.0000
0.2 | 13.263 | 1.7046 | 0.9248
0.5 | 14.400 | 1.6589 | 0.9000
1.0 | 15.429 | 1.6677 | 0.9048
5.0 | 17.217 | 1.7703 | 0.9605
smallest alpha ratio = 0.8990 (dimensionless)
reached at Delta/Eg = 1.225 (dimensionless)
largest overestimate of alpha = 11.24 percent
```
